# Why a narrowing channel moves the free-energy bottleneck off the saddle: test program

```python
"""Shift of the free-energy bottleneck in a narrowing reaction channel.

Result under test: s_star = kT * a / kappa for classical transverse motion,
to leading order in temperature.
  s, y    coordinate along a straight path, transverse coordinate (angstrom)
  V(s,y)  = V0 sech^2(s/W) + K(s) y^2 / 2, saddle at s = y = 0
  kappa   = minus the second derivative of the barrier at the saddle
  a       = d ln(omega)/ds at the saddle, omega = sqrt(K/m)
  F(s)    = -kT ln integral dy exp(-V(s,y)/kT), its maximum is s_star
Internal units: eV, angstrom, atomic mass unit u.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar, brentq

KB = const.k / const.e
HBAR = const.hbar / np.sqrt(const.atomic_mass * 1e-20 * const.e)
TIME_FS = 1e15 * np.sqrt(const.atomic_mass * 1e-20 / const.e)
BOHR = const.physical_constants["Bohr radius"][0] * 1e10

V0, W, L, A, K0, MASS = 0.36, 1.2, 0.8, 1.5, 2.0, 10.0
KAPPA = 2 * V0 / W**2
Y = np.linspace(-6.0, 6.0, 4001)
DY = Y[1] - Y[0]


def barrier(s, g=0.0):
    """Barrier; g is its third derivative at the saddle."""
    return V0 / np.cosh(s / W)**2 + g * s**3 * np.exp(-s * s) / 6


def stiffness(s, a=A, b=0.0):
    """Transverse force constant; b is the second derivative of ln omega."""
    return K0 * np.exp(2 * (a * L * np.tanh(s / L)
                            + 0.5 * b * s * s * np.exp(-s * s)))


def potential(s, y, a=A, b=0.0, g=0.0):
    return barrier(s, g) + 0.5 * stiffness(s, a, b) * y**2


def free_energy(s, kT, a=A, b=0.0, g=0.0):
    """Free energy of a plane relative to V0, by quadrature over y."""
    weight = np.exp(-(potential(s, Y, a, b, g) - V0) / kT)
    return -kT * np.log(weight.sum() * DY)


def peak(function, low=-0.6, high=0.9):
    found = minimize_scalar(lambda s: -function(s), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-10})
    return found.x


def bottleneck(kT, **shape):
    return peak(lambda s: free_energy(s, kT, **shape))


def plane_average(values, s, kT):
    weight = np.exp(-(potential(s, Y) - V0) / kT)
    return (values * weight).sum() / weight.sum()


# Curvature and logarithmic slope, from finite differences of the surface
h = 1e-3
curvature = (barrier(h) - 2 * barrier(0.0) + barrier(-h)) / h**2
slope = np.log(stiffness(h) / stiffness(-h)) / (4 * h)
assert abs(curvature + KAPPA) < 1e-5
assert abs(slope - A) < 1e-5

# Leading law at low temperature, and its dependence on the channel shape
kT_low = KB * 30.0
linear_low = kT_low * A / KAPPA
shift_low = bottleneck(kT_low)
assert abs(shift_low / linear_low - 1) < 2e-4
assert abs(bottleneck(kT_low, a=0.0)) < 1e-6
assert abs(bottleneck(kT_low, a=-A) / linear_low + 1) < 2e-4
log_ratio = -(free_energy(shift_low, kT_low)
              - free_energy(0.0, kT_low)) / kT_low
assert abs(log_ratio / (-kT_low * A**2 / (2 * KAPPA)) - 1) < 1e-3

# Two transverse modes, one narrowing and one widening: slopes must add
GRID = np.linspace(-0.4, 0.4, 121)
Y1, Y2 = np.meshgrid(GRID, GRID)
SLOPES = (1.5, -0.5)


def free_energy_two_modes(s):
    energy = (barrier(s) - V0 + 0.5 * stiffness(s, SLOPES[0]) * Y1**2
              + 0.5 * stiffness(s, SLOPES[1]) * Y2**2)
    return -kT_low * np.log(np.exp(-energy / kT_low).sum())


shift_two = peak(free_energy_two_modes, -0.3, 0.3)
linear_two = kT_low * sum(SLOPES) / KAPPA
assert abs(shift_two / linear_two - 1) < 1e-3

# Second-order coefficient, extrapolated to zero temperature
b_test, g_test = 1.0, 1.0


def second_order(kT):
    shift = bottleneck(kT, b=b_test, g=g_test)
    return (shift - kT * A / KAPPA) / kT**2


coefficient = 2 * second_order(kT_low) - second_order(2 * kT_low)
predicted = A * b_test / KAPPA**2 + g_test * A**2 / (2 * KAPPA**3)
assert abs(coefficient / predicted - 1) < 0.03

# Leading correction in the symmetric model
kT_300 = KB * 300.0
s1 = kT_300 * A / KAPPA
cubic = (bottleneck(kT_300) / s1 - 1) / s1**2
cubic_formula = 4 / (3 * W**2) - 1 / L**2
assert abs(cubic / cubic_formula - 1) < 0.05

# Mean wall force at the saddle, and location of the mean-energy maximum
kT_hot = KB * 1000.0
force = -(potential(h, Y) - potential(-h, Y)) / (2 * h)
wall_force = plane_average(force, 0.0, kT_hot)
assert abs(wall_force + kT_hot * A) < 1e-5
energy_peak = peak(lambda s: plane_average(potential(s, Y), s, kT_hot))
assert abs(energy_peak) < 1e-5
mean_transverse = plane_average(potential(0.0, Y), 0.0, kT_hot) - V0
assert abs(mean_transverse - kT_hot / 2) < 1e-8

print(f"Barrier height {V0:.2f} eV; barrier length W {W:.2f} angstrom")
print(f"Channel length L {L:.2f} angstrom; log slope a {A:.2f} 1/angstrom")
print(f"Transverse force constant at saddle {K0:.2f} eV/angstrom^2")
print(f"Mass {MASS:.1f} u; barrier curvature kappa {KAPPA:.4f} eV/angstrom^2")
print(f"30 K shift: computed {shift_low:.6f}, linear {linear_low:.6f} angstrom")
print(f"30 K two-mode shift: computed {shift_two:.6f}, "
      f"linear {linear_two:.6f} angstrom")
print(f"Second-order test: b {b_test:.1f} 1/angstrom^2, "
      f"g {g_test:.1f} eV/angstrom^3")
print(f"Second-order coefficient: computed {coefficient:.3f}, "
      f"formula {predicted:.3f} angstrom/eV^2")
print(f"Symmetric correction coefficient: computed {cubic:.4f}, "
      f"formula {cubic_formula:.4f} 1/angstrom^2")

for temperature in (300.0, 600.0, 1000.0):
    kT = KB * temperature
    linear = kT * A / KAPPA
    star = bottleneck(kT)
    rise = free_energy(star, kT) - free_energy(0.0, kT)
    ratio = np.exp(-rise / kT)
    ratio_formula = np.exp(-kT * A**2 / (2 * KAPPA))
    assert abs(star / linear - 1) < 0.06
    assert abs(ratio - ratio_formula) < 0.02
    print(f"{temperature:.0f} K: kT {kT:.5f} eV; "
          f"free-energy rise {rise:.6f} eV")
    print(f"  shift: computed {star:.5f}, linear {linear:.5f} angstrom")
    print(f"  flux ratio k(s*)/k(0): computed {ratio:.5f}, "
          f"formula {ratio_formula:.5f}")

# The loop ends at the temperature used for the trajectories
assert abs(kT - kT_hot) < 1e-12
scan = np.linspace(-4, 4, 801)
scan_peak = scan[np.argmax([free_energy(s, kT_hot) for s in scan])]
assert abs(scan_peak - star) < 0.011
print(f"1000 K computed shift {star / BOHR:.4f} bohr")
print(f"1000 K mean wall force at saddle {wall_force:.5f} eV/angstrom")
print(f"1000 K mean transverse potential energy {mean_transverse:.5f} eV")
print(f"1000 K mean-energy maximum at {abs(energy_peak):.5f} angstrom")

# Quantum transverse motion: diagonalization on a sinc grid
QY = np.linspace(-1.5, 1.5, 101)
dq = QY[1] - QY[0]
difference = np.subtract.outer(np.arange(101), np.arange(101))
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * (-1.0)**np.abs(difference) * HBAR**2 / (2 * MASS * dq**2)


def quantum_free_energy(s, kT):
    levels = np.linalg.eigvalsh(kinetic
                                + np.diag(0.5 * stiffness(s) * QY**2))
    excitation = np.exp(-(levels - levels[0]) / kT).sum()
    return barrier(s) + levels[0] - kT * np.log(excitation)


def quantum_balance(s, kT):
    """Derived stationarity condition for a quantum harmonic channel."""
    quantum = HBAR * np.sqrt(stiffness(s) / MASS)
    bare = -2 * V0 / W * np.tanh(s / W) / np.cosh(s / W)**2
    log_slope = A / np.cosh(s / L)**2
    return bare + 0.5 * quantum * log_slope / np.tanh(quantum / (2 * kT))


quantum0 = HBAR * np.sqrt(K0 / MASS)
zero_point_shift = A * quantum0 / (2 * KAPPA)
crossover = HBAR * np.sqrt(KAPPA / MASS) / (2 * np.pi * KB)
print(f"Transverse quantum at saddle {quantum0:.5f} eV")
print(f"Leading zero-point shift {zero_point_shift:.5f} angstrom")
print(f"Parabolic tunnelling crossover temperature {crossover:.1f} K")
for temperature in (60.0, 300.0, 1000.0):
    kT = KB * temperature
    q_star = peak(lambda s: quantum_free_energy(s, kT), -0.3, 0.6)
    q_root = brentq(quantum_balance, -0.3, 0.6, args=(kT,))
    q_leading = zero_point_shift / np.tanh(quantum0 / (2 * kT))
    assert abs(q_star - q_root) < 1e-5
    # The leading formula omits variation of the quantum along the shift.
    assert abs(q_star / q_leading - 1) < 0.10
    print(f"{temperature:.0f} K quantum shift: computed {q_star:.5f}, "
          f"leading {q_leading:.5f} angstrom")
    print(f"  classical linear shift {kT * A / KAPPA:.5f} angstrom")

# Classical trajectories started in equilibrium on a chosen plane
rng = np.random.default_rng(7)
N_SIGN, STEP, N_STEPS = 12000, 0.12, 1250


def forces(s, y):
    tw, tl = np.tanh(s / W), np.tanh(s / L)
    k = K0 * np.exp(2 * A * L * tl)
    along = 2 * V0 / W * tw * (1 - tw * tw) - A * k * y * y * (1 - tl * tl)
    return along, -k * y


def transmission(start, kT):
    """Net product probability for flux-weighted starts on a plane."""
    n = 2 * N_SIGN
    forward = np.arange(n) < N_SIGN
    s = np.full(n, start)
    y = rng.normal(size=n) * np.sqrt(kT / stiffness(start))
    vy = rng.normal(size=n) * np.sqrt(kT / MASS)
    vs = rng.rayleigh(size=n) * np.sqrt(kT / MASS)
    vs = np.where(forward, vs, -vs)
    transverse = 0.5 * stiffness(start) * y**2 + 0.5 * MASS * vy**2
    energy = potential(s, y) + 0.5 * MASS * (vs**2 + vy**2)
    fs, fy = forces(s, y)
    for _ in range(N_STEPS):
        vs += 0.5 * STEP * fs / MASS
        vy += 0.5 * STEP * fy / MASS
        s += STEP * vs
        y += STEP * vy
        fs, fy = forces(s, y)
        vs += 0.5 * STEP * fs / MASS
        vy += 0.5 * STEP * fy / MASS
    final = potential(s, y) + 0.5 * MASS * (vs**2 + vy**2)
    assert np.mean(np.abs(final - energy)) < 0.005
    assert np.mean(np.abs(s) < 2.0) < 0.01
    product = s > 0
    p, q = product[forward].mean(), product[~forward].mean()
    error = np.sqrt((p * (1 - p) + q * (1 - q)) / N_SIGN)
    returned = transverse[forward & ~product].mean()
    passed = transverse[forward & product].mean()
    return p - q, error, returned, passed


chi0, err0, returned, passed = transmission(0.0, kT_hot)
chi1, err1, _, _ = transmission(star, kT_hot)
# Sampling error sets these limits; the true rate is common to both planes.
combined = np.hypot(err0, ratio * err1)
assert abs(chi0 - ratio * chi1) < 4 * combined
assert chi1 - chi0 > 4 * np.hypot(err0, err1)
assert returned > passed
print(f"Trajectories per plane {2 * N_SIGN}; "
      f"duration {N_STEPS * STEP * TIME_FS:.0f} fs")
print(f"1000 K transmission from saddle {chi0:.4f} +/- {err0:.4f}")
print(f"1000 K transmission from bottleneck {chi1:.4f} +/- {err1:.4f}")
print(f"Transmission ratio {chi0 / chi1:.4f}; flux ratio {ratio:.4f}")
print(f"Mean initial transverse energy: returned {returned:.4f}, "
      f"passed {passed:.4f} eV")
print("PASS")
```

It prints:

```
Barrier height 0.36 eV; barrier length W 1.20 angstrom
Channel length L 0.80 angstrom; log slope a 1.50 1/angstrom
Transverse force constant at saddle 2.00 eV/angstrom^2
Mass 10.0 u; barrier curvature kappa 0.5000 eV/angstrom^2
30 K shift: computed 0.007755, linear 0.007756 angstrom
30 K two-mode shift: computed 0.005170, linear 0.005170 angstrom
Second-order test: b 1.0 1/angstrom^2, g 1.0 eV/angstrom^3
Second-order coefficient: computed 14.992, formula 15.000 angstrom/eV^2
Symmetric correction coefficient: computed -0.6289, formula -0.6366 1/angstrom^2
300 K: kT 0.02585 eV; free-energy rise 0.001499 eV
  shift: computed 0.07726, linear 0.07756 angstrom
  flux ratio k(s*)/k(0): computed 0.94368, formula 0.94349
600 K: kT 0.05170 eV; free-energy rise 0.005934 eV
  shift: computed 0.15285, linear 0.15511 angstrom
  flux ratio k(s*)/k(0): computed 0.89157, formula 0.89018
1000 K: kT 0.08617 eV; free-energy rise 0.016119 eV
  shift: computed 0.24880, linear 0.25852 angstrom
  flux ratio k(s*)/k(0): computed 0.82940, formula 0.82375
1000 K computed shift 0.4702 bohr
1000 K mean wall force at saddle -0.12926 eV/angstrom
1000 K mean transverse potential energy 0.04309 eV
1000 K mean-energy maximum at 0.00000 angstrom
Transverse quantum at saddle 0.02891 eV
Leading zero-point shift 0.04337 angstrom
Parabolic tunnelling crossover temperature 26.7 K
60 K quantum shift: computed 0.04668, leading 0.04370 angstrom
  classical linear shift 0.01551 angstrom
300 K quantum shift: computed 0.08735, leading 0.08548 angstrom
  classical linear shift 0.07756 angstrom
1000 K quantum shift: computed 0.25330, leading 0.26094 angstrom
  classical linear shift 0.25852 angstrom
Trajectories per plane 24000; duration 1527 fs
1000 K transmission from saddle 0.7137 +/- 0.0041
1000 K transmission from bottleneck 0.8654 +/- 0.0032
Transmission ratio 0.8247; flux ratio 0.8294
Mean initial transverse energy: returned 0.1764, passed 0.0499 eV
PASS
```
